# Transport and quantum lifetimes for remote, completely screened charges

## A case that can be seen at a glance

Electrons at the Fermi level of a two-dimensional sheet collide elastically with distant charges. Suppose that each collision turns an electron through a small angle $\theta$, to either side, with probability proportional to $e^{-a|\theta|}$, where $a\gg1$. The total collision rate is then proportional to

$$\int_0^\infty e^{-a\theta}\,d\theta=\frac1a .$$

A collision through $\theta$ removes the fraction $1-\cos\theta\approx\theta^2/2$ of the forward velocity. The rate at which forward velocity is lost is therefore proportional to

$$\int_0^\infty\frac{\theta^2}{2}e^{-a\theta}\,d\theta=\frac12\,\frac{2}{a^3}=\frac1{a^3}.$$

The two rates differ by $a^2$. An average collision removes $1/a^2$ of the forward velocity, so about $a^2$ collisions are needed to lose the direction.

For completely screened charges at distance $d$ in an isotropic dielectric, the exponential law holds at small angles with $a=2k_Fd$, where $k_F$ is the Fermi wavevector. The sections below derive this law, the absolute rates and the corrections.

## Model and definitions

The band is isotropic and parabolic with mass $m$, spin degeneracy two and one valley. The sheet is thin and degenerate. Charges of magnitude $e$ lie at random, uncorrelated positions in a plane at distance $d$, with areal density $N$. Scattering is elastic and treated in the Born approximation.

The quantum lifetime $\tau_q$ is the mean time an electron stays in a momentum state; the half-width of the level is $\hbar/2\tau_q$. The transport lifetime $\tau_t$ is the decay time of the mean velocity. A collision through $\theta$ on the Fermi circle transfers the wavevector

$$q=2k_F\sin(\theta/2),\qquad 0\le q\le 2k_F .$$

The surrounding dielectric may be uniaxial, with relative permittivity $\varepsilon_{\rm in}$ parallel to the sheet and $\varepsilon_{\rm out}$ normal to it. Define

$$\gamma=\sqrt{\varepsilon_{\rm in}/\varepsilon_{\rm out}},\quad \kappa=\sqrt{\varepsilon_{\rm in}\varepsilon_{\rm out}},\quad D=\gamma d,\quad a=2k_FD .$$

In an isotropic medium $D=d$.

## The screened potential

Take a repulsive charge; an attractive one reverses the sign of the potential, which drops out on squaring. Let $\phi(z)$ be the Fourier component, at in-plane wavevector $q$, of an electron's potential energy. The sheet is at $z=0$. A static potential energy $\phi(0)$ changes its electron density by $-g\phi(0)$, where $g$ is the response found below. Poisson's equation reads

$$\varepsilon_{\rm out}\phi''-\varepsilon_{\rm in}q^2\phi=-\frac{e^2}{\varepsilon_0}\left[\delta(z-d)-g\phi(0)\delta(z)\right].$$

A single unit source at $z_0$ gives $A e^{-\gamma q|z-z_0|}$, because $\varepsilon_{\rm out}\gamma^2=\varepsilon_{\rm in}$. The slope jumps by $-2\gamma qA$ at the source, so $2\varepsilon_{\rm out}\gamma qA=e^2/\varepsilon_0$. Since $\varepsilon_{\rm out}\gamma=\kappa$,

$$A=\frac{e^2}{2\varepsilon_0\kappa q}.$$

Adding the two sources at $z=0$ gives $\phi(0)=Ae^{-qD}-Ag\phi(0)$. Hence

$$V(q)\equiv\phi(0)=\frac{Ae^{-qD}}{1+Ag}=\frac{e^2}{2\varepsilon_0\kappa}\frac{e^{-qD}}{q+q_{TF}},\qquad q_{TF}=\frac{e^2g}{2\varepsilon_0\kappa}.$$

The response $g$ follows from first-order perturbation theory for electrons moving in the mean field. At zero temperature, with occupations $f_k$ and energies $E_k$,

$$g(q)=2\int\frac{d^2k}{(2\pi)^2}\frac{f_k-f_{|\mathbf k+\mathbf q|}}{E_{|\mathbf k+\mathbf q|}-E_k}.$$

Replacing $\mathbf k$ by $-\mathbf k-\mathbf q$ in the second term makes it equal to the first, so

$$g(q)=\frac{1}{\pi^2}\frac{2m}{\hbar^2}\int_0^{k_F}k\,dk\;P\!\!\int_0^{2\pi}\frac{d\varphi}{q^2+2kq\cos\varphi}.$$

For $2k<q$ the angular integral is $2\pi/(q\sqrt{q^2-4k^2})$. For $2k>q$ the substitution $t=\tan(\varphi/2)$ reduces it to a multiple of $P\int_{-\infty}^{\infty}dt/(c^2-t^2)$ with real $c$. The antiderivative $(1/2c)\ln|(c+t)/(c-t)|$ vanishes at both ends, and its contributions on the two sides of each pole cancel, so this integral is zero. If $q\le2k_F$, the states with $k<q/2$ are all filled, and

$$g=\frac{2m}{\pi^2\hbar^2}\,\frac{2\pi}{q}\int_0^{q/2}\frac{k\,dk}{\sqrt{q^2-4k^2}}
=\frac{2m}{\pi^2\hbar^2}\,\frac{2\pi}{q}\,\frac q4=\frac{m}{\pi\hbar^2}.$$

This is the density of states, and it applies to every elastic collision on the Fermi circle. Exchange and correlation corrections to the response are left out.

Complete screening means $q\ll q_{TF}$ for the wavevectors that matter. Then

$$V(q)=Ue^{-qD},\qquad U=\frac{e^2}{2\varepsilon_0\kappa q_{TF}}=\frac1g=\frac{\pi\hbar^2}{m}.$$

For charges of magnitude $e$, the strength $U$ contains neither $e$ nor the permittivity, though the anisotropy remains in $D$. A charge $Ze$ would multiply the potential by $Z$ and both rates by $Z^2$.

## From the potential to the two rates

For uncorrelated charges the cross terms average to zero, and the golden rule gives

$$\frac1{\tau_q}=\frac{2\pi}{\hbar}N\int\frac{d^2k'}{(2\pi)^2}|V(q)|^2\delta(E_{k'}-E_k).$$

Spin is conserved, so there is no factor of two for final spins. With $d^2k'=(m/\hbar^2)\,dE'\,d\theta$ and equal contributions from $\pm\theta$,

$$\frac1{\tau_q}=\frac{mN}{\pi\hbar^3}\int_0^\pi|V(q)|^2d\theta .$$

For transport, let $f(\varphi)$ be the occupation at direction $\varphi$, and let $w(\theta)=mN|V|^2/(2\pi\hbar^3)$ be the rate per unit angle. Exclusion factors cancel between scattering in and out, since $f'(1-f)-f(1-f')=f'-f$. Thus

$$\frac{\partial f(\varphi)}{\partial t}=\int_{-\pi}^{\pi}w(\theta)\,[f(\varphi+\theta)-f(\varphi)]\,d\theta .$$

Multiply by $\cos\varphi$ and integrate over $\varphi$. In the first term, shifting the variable produces $\cos(\varphi-\theta)=\cos\varphi\cos\theta+\sin\varphi\sin\theta$. The sine term vanishes because $w$ is even. The mean velocity therefore decays at the rate

$$\frac1{\tau_t}=\frac{mN}{\pi\hbar^3}\int_0^\pi|V(q)|^2(1-\cos\theta)\,d\theta .$$

In a weak steady field, the force $eE$ balances the momentum loss $mv/\tau_t$, so the mobility is $\mu=e\tau_t/m$.

Insert $|V|^2=U^2e^{-2qD}$. The exponent is $2qD=2a\sin(\theta/2)$, and the prefactor becomes $(mN/\pi\hbar^3)(\pi\hbar^2/m)^2=\pi\hbar N/m$. Hence

$$\frac1{\tau_q}=\frac{\pi\hbar N}{m}F,\qquad \frac1{\tau_t}=\frac{\pi\hbar N}{m}T,$$

$$F=\int_0^\pi e^{-2a\sin(\theta/2)}d\theta,\qquad T=\int_0^\pi(1-\cos\theta)\,e^{-2a\sin(\theta/2)}d\theta .$$

When $a\gg1$, only angles of order $1/a$ contribute appreciably, and the exponent is $a\theta$. The opening integrals then give

$$\boxed{\tau_q=\frac{ma}{\pi\hbar N},\qquad \tau_t=\frac{ma^3}{\pi\hbar N},\qquad \frac{\tau_t}{\tau_q}=(2k_FD)^2.}$$

In an isotropic medium this is $(2k_Fd)^2$.

## How large must $2k_FD$ be?

Put $s=\sin(\theta/2)$, so that $d\theta=2\,ds/\sqrt{1-s^2}$ and $1-\cos\theta=2s^2$. For large $a$, expand $1/\sqrt{1-s^2}=1+s^2/2+3s^4/8+\dots$ and use $\int_0^\infty s^ne^{-2as}ds=n!/(2a)^{n+1}$. The region near $s=1$ contributes terms of relative size $e^{-2a}$, apart from powers of $a$. The results are

$$F=\frac1a\left(1+\frac1{4a^2}+\frac9{16a^4}+\dots\right),$$

$$T=\frac1{a^3}\left(1+\frac3{2a^2}+\frac{135}{16a^4}+\dots\right).$$

In the quotient, the coefficient of $1/a^2$ is $1/4-3/2=-5/4$. That of $1/a^4$ is $9/16-135/16-(3/2)(-5/4)=-6$. Therefore

$$\frac{\tau_t}{\tau_q}=a^2-\frac54-\frac6{a^2}+\dots$$

Direct integration gives 98.68 at $a=10$ and 23.37 at $a=5$, against squares of 100 and 25. At $a=1$ it gives 1.74, so the square law is no longer useful. Setting $a=0$, for a charge in the sheet, gives $F=T=\pi$: in the Born approximation, complete screening makes the scattering isotropic and the lifetimes equal. This is a formal limit, because the approximation is not reliable for so close a charge, as explained below.

## Incomplete screening

For finite $q_{TF}$, $|V|^2$ is multiplied by $(1+q/q_{TF})^{-2}\approx1-2q/q_{TF}$. At small angles the quantum rate weights $q$ by $e^{-2qD}$, with mean $1/(2D)$. The transport rate weights it by $q^2e^{-2qD}$, with mean

$$\frac{3!/(2D)^4}{2!/(2D)^3}=\frac3{2D}.$$

The quantum rate is thus multiplied by $1-1/(q_{TF}D)$ and the transport rate by $1-3/(q_{TF}D)$. To first order,

$$\frac{\tau_t}{\tau_q}\approx(2k_FD)^2\left(1+\frac2{q_{TF}D}\right).$$

For $a\gg1$, complete screening therefore requires $q_{TF}D\gg1$. Moving the charges away improves it, because the relevant $q$ falls as $1/D$.

The opposite limit, no screening, has $|V|^2\propto e^{-2qD}/q^2$. At small angles the quantum integral contains $\int d\theta/\theta^2$ and diverges, while the factor $\theta^2/2$ keeps the transport integral finite. The Born ratio is then infinite, so the square law depends on screening as well as on distance.

## When the Born approximation is adequate

In real space, the completely screened potential is

$$V(r)=\frac{U}{2\pi}\int_0^\infty qJ_0(qr)e^{-qD}dq=\frac{UD}{2\pi(r^2+D^2)^{3/2}} .$$

This follows from $\int_0^\infty J_0(qr)e^{-qD}dq=(r^2+D^2)^{-1/2}$ by taking $-d/dD$. The potential is smooth over the length $D$. Its mean-square fluctuation from all charges is

$$N\int V^2d^2r=\frac{NU^2D^2}{2\pi}\int_0^\infty\frac{r\,dr}{(r^2+D^2)^3}=\frac{NU^2}{8\pi D^2}.$$

An electron with Fermi velocity $v_F$ crosses one such region in a time $D/v_F$. The phase it gathers, $V_{\rm rms}D/(\hbar v_F)$, should be small, and the quantum mean free path $v_F\tau_q$ should exceed $D$. For large $a$ these are one condition, independent of $D$: $D/(v_F\tau_q)=\pi N/(2k_F^2)$ is four times the square of the phase. Each single charge must also be a weak scatterer. An electron passing directly beneath one gathers the phase $U/(\pi D\hbar v_F)=1/(k_FD)=2/a$, which is small only for remote charges.

## Worked example: charged defects in hBN

Consider a semiconductor sheet in thick hBN, with a plane of charged defects 10 nm away. Rough typical values are $m=0.15\,m_e$, $\varepsilon_{\rm in}=7$, $\varepsilon_{\rm out}=3.5$ and a carrier density $n=2\times10^{12}$ cm$^{-2}$. The defect density is $N=10^{12}$ cm$^{-2}$ and the temperature is 4 K.

The anisotropy gives $D=\sqrt2\times10=14.14$ nm. With $n=0.02$ nm$^{-2}$,

$$k_F=\sqrt{2\pi n}=0.3545\ {\rm nm}^{-1},\qquad a=2(0.3545)(14.14)=10.03 .$$

The square law gives $a^2=100.5$. Using the geometric distance would give 50.3, too small by the factor $\gamma^2=2$.

The rate unit is $\pi\hbar N/m=2.425\times10^{13}$ s$^{-1}$. Hence

$$\tau_q=\frac{10.03}{2.425\times10^{13}\ {\rm s}^{-1}}=0.414\ {\rm ps},\qquad \tau_t=a^2\tau_q=41.6\ {\rm ps}.$$

The corresponding mobility is $4.9\times10^5$ cm$^2$/Vs. Integration over all angles lowers the ratio to 99.2. Finite screening in the mean-field response, with $q_{TF}D=16.2$, then raises it to 111. The computed factor is 1.120, close to the first-order value $1+2/16.2=1.123$. The lifetimes become 0.437 ps and 48.6 ps, the level half-width 0.75 meV, and the mobility $5.7\times10^5$ cm$^2$/Vs. These are mean-field values. At this density and mass the interaction is not weak: the radius $1/\sqrt{\pi n}$ per electron is about 2.3 effective Bohr radii. For a sheet of zero thickness, a local estimate of exchange and correlation removes the whole rise from 99 to 111, returning the ratio to about 98, and lowers $\tau_t$ by 16 to 18 %.

For the remote charges the Born conditions are met. With complete screening the rms potential is 2.25 meV, the phase gathered over $D$ is 0.18 rad, and the phase from a single charge is at most $2/a=0.2$ rad. With finite screening the quantum mean free path is 120 nm.

Four further estimates test some of the other assumptions:

- A uniform electron profile 0.8 nm thick, with the screening held fixed, changes the ratio by only $-0.12$ %. Thickness also weakens the screening: $q_{TF}$ is multiplied by the mean of $e^{-\gamma q|z-z'|}$ over the profile. With this included, the change is about $-4$ %.
- Thermal averaging at 4 K, with complete screening held at its zero-temperature form, raises $\tau_t$ by 0.07 %. At 300 K, $k_BT/E_F=0.81$, and the degenerate model no longer applies.
- If defects cannot approach within $r_0=3$ nm of one another but are otherwise uncorrelated in pairs, both rates fall. For $qr_0\ll1$ the factor is $1-\pi Nr_0^2=0.72$, which nearly cancels in the ratio.
- If hBN on one side carries the flux of all the carriers, its field is 1.0 MV/cm, below its rough breakdown field of several MV/cm.

## Charges in the sheet and real devices

Let a density $N_b$ of charges lie in the sheet itself. Rates add, so in the Born approximation, for complete screening and large $a$

$$\frac1{\tau_q}=\frac{\pi\hbar}{m}\left(\frac Na+\pi N_b\right),\qquad
\frac1{\tau_t}=\frac{\pi\hbar}{m}\left(\frac N{a^3}+\pi N_b\right).$$

The terms in $N_b$ are only rough estimates. Isotropic elastic scattering in two dimensions involves a single partial wave. If its phase shift is $\delta$, the exact rate per unit density of charges is $(4\hbar/m)\sin^2\delta$, which cannot exceed $4\hbar/m$. The Born value $\pi^2\hbar/m$ is about 2.5 times this maximum. Finite screening lowers the Born value but does not make the approximation reliable for charges in the sheet. Repulsive charges, in particular, scatter much less than it predicts: for the parameters above, exact phase shifts in the linearly screened potential give about one seventh of the Born quantum rate and one eleventh of the Born transport rate, while attractive charges stay closer to the Born values. The numbers below for charges in the sheet are Born estimates and carry this uncertainty.

In this estimate, the two sources contribute equally to transport when $N_b=N/(\pi a^3)$, here about $3\times10^8$ cm$^{-2}$. With finite screening the computed value is $6.2\times10^8$ cm$^{-2}$. It is larger because near charges also scatter through large $q$, where finite $q_{TF}$ weakens the potential more.

In the Born estimate with finite screening, at $N_b=10^{10}$ cm$^{-2}$, one percent of the remote density, the near charges supply 15 % of the quantum rate but 94 % of the transport rate. The ratio drops from 111 to 7.7. Reading this as $(2k_FD)^2$ would give $D\approx3.9$ nm instead of 14.1 nm. A measured ratio can give the distance of a charge plane through the square law only if remote charges dominate both rates and lie close to one plane. If they are spread widely in depth, the result is an effective distance that can differ greatly from their mean depth.

The mass and carrier density are plausible for hBN-encapsulated semiconductors with light electrons. The defect density is high for one plane of clean hBN; with no other scatterers, lowering it lengthens both lifetimes by the same factor. The mobility of $5.7\times10^5$ cm$^2$/Vs is far above the rough $10^3$ to $10^4$ cm$^2$/Vs of many real sheets at low temperature. The assumption most exposed is that all charges are remote: $10^{10}$ cm$^{-2}$ in the sheet lowers the mobility about seventeenfold, to $3\times10^4$ cm$^2$/Vs, in the Born estimate. For repulsive charges, exact phase shifts in the linearly screened potential give a drop of only about 2.5-fold, and a ratio near 46 instead of 7.7. Neutral defects, rough interfaces and phonons would add further scattering, and a nearby gate would change the screening; these are not included.

## Use in a calculation

Use $D$, not $d$, when the dielectric is uniaxial. Evaluate $F$ and $T$ with the factor $(1+q/q_{TF})^{-2}$, and place enough angular points below $\theta\sim1/a$ to resolve the forward peak. Add the rates of separate, uncorrelated charge planes before taking the ratio: averaging their individual ratios gives a different quantity. If a level width is used to obtain $\tau_q$, establish first whether it is the half-width $\hbar/2\tau_q$ or the full width $\hbar/\tau_q$. The numerical output below lists the main mean-field values for this example.

## Calculated quantities

```
effective mass: 0.15 m_e
hBN permittivity in plane, out of plane: 7.0, 3.5
carrier density: 2.0e+12 cm^-2
remote charge density: 1.0e+12 cm^-2
geometric distance d: 10.0 nm
anisotropy factor gamma: 1.4142; kappa: 4.950
electrostatic distance D: 14.14 nm
Fermi wavevector: 0.3545 nm^-1
Fermi energy: 31.92 meV
Fermi velocity: 2.736e+05 m/s
Thomas-Fermi wavevector: 1.145 nm^-1; times D: 16.20
U = pi hbar^2/m: 1.596 eV nm^2
a = 2 kF D: 10.027
square law with D: 100.53; with d: 50.27
rate unit pi hbar N/m: 2.425e+13 s^-1
simple law tau_q: 0.414 ps
simple law tau_t: 41.57 ps
simple law mobility: 4.875e+05 cm2/Vs
ratio, all angles, complete screening: 99.21
ratio, all angles, finite screening: 111.13
first-order screening factor: 1.123
computed screening factor: 1.120
finite screening tau_q: 0.437 ps
finite screening tau_t: 48.61 ps
finite screening mobility: 5.699e+05 cm2/Vs
level half-width hbar/(2 tau_q): 0.752 meV
rms scattering angle, complete screening: 8.18 degrees
rms potential: 2.25 meV
phase gathered over D: 0.177 rad
quantum mean free path: 119.7 nm
complete screening: a, computed ratio, a^2
   1     1.742     1
   2     3.663     4
   5    23.372    25
  10    98.680   100
  20   398.735   400
response/density of states at q=kF: 1.00000
response/density of states at q=3kF: 0.255
sheet thickness 0.8 nm changes ratio by: -0.12 %
defect exclusion radius: 3.0 nm
  quantum rate times: 0.718
  transport rate times: 0.722
  ratio becomes: 110.58
temperature: 4.0 K; kT/E_F: 0.0108
thermal change of tau_t: 0.073 %
kT/E_F at 300 K: 0.81
field in hBN if it holds all carriers' flux: 1.03 MV/cm
charges in the sheet: 1.0e+10 cm^-2
  their share of quantum rate: 15.4 %
  their share of transport rate: 94.2 %
  ratio becomes: 7.65
in-sheet density for equal transport rates: 6.18e+08 cm^-2
```
